# Junction Temperature When Thermal Conductivity Falls as One over Temperature: test program

```python
"""Self-heating with conductivity k = k0*T0/T (k0 = value at base temperature T0).
Result under test: T_junction = T0*exp(P*R0/T0), where R0 is the temperature rise
per unit power of the linear problem with k frozen at k0.
Geometry: strip of width STRIP on a slab (CHIP wide, THICK deep), sink at the back,
all other faces adiabatic. Power is per unit gate width (W/m inside the program).
The nonlinear solver works with T itself and never uses the Kirchhoff variable."""
import numpy as np
import sympy as sp
from scipy.constants import Stefan_Boltzmann
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

T0 = 300.0            # base temperature, K
K0 = 200.0            # conductivity at T0, W/(m K), rough for gallium nitride
STRIP = 1e-6          # heated strip width, m
CHIP = 1000e-6        # chip width and chip length, m
THICK = 300e-6        # substrate thickness, m
POWER = 1e4           # dissipated power per gate width, W/m
FINGER = 400e-6       # finite finger length for the end-effect estimate, m
ATTACH = 5e-7         # die-attach resistance, m^2 K/W, rough
STEEP = 1.4           # steeper conductivity exponent, rough
NEAR = 1e-6           # range of weakened conduction near the strip, m


def law(power, resistance, base=T0):
    return base * np.exp(power * resistance / base)


def solve_junction(power, exponent=1.0, sink=T0, back=1e-12, n=6, k_map=None):
    """Finite-volume solution of div(k(T) grad T) = 0 with k = K0*(T0/T)**exponent.
    Half of the symmetric cross-section; returns T at the strip centre."""
    half = STRIP / 2
    start = np.linspace(0, half, n + 1)
    x = np.concatenate([start, np.geomspace(half, CHIP / 2, 10 * n + 1)[1:]])
    y = np.concatenate([start, np.geomspace(half, THICK, 10 * n + 1)[1:]])
    xm, ym = (x[1:] + x[:-1]) / 2, (y[1:] + y[:-1]) / 2
    xf = np.concatenate([[0], xm, [x[-1]]])
    yf = np.concatenate([[0], ym, [y[-1]]])
    cx, cy = np.diff(xf), np.diff(yf)
    if k_map is None:
        def k_map(u, v):
            return np.ones(np.broadcast(u, v).shape)
    ids = np.arange(x.size * y.size).reshape(x.size, y.size)
    side = K0 * k_map(xm[:, None], y[None, :]) * cy[None, :] / np.diff(x)[:, None]
    down = K0 * k_map(x[:, None], ym[None, :]) * cx[:, None] / np.diff(y)[None, :]
    a = np.concatenate([ids[:-1].ravel(), ids[:, :-1].ravel()])
    b = np.concatenate([ids[1:].ravel(), ids[:, 1:].ravel()])
    geometry = np.concatenate([side.ravel(), down.ravel()])
    source = np.zeros(ids.size)
    overlap = np.clip(np.minimum(xf[1:], half) - xf[:-1], 0, None)
    source[ids[:, 0]] = power / STRIP * overlap
    to_sink = np.zeros(ids.size)
    to_sink[ids[:, -1]] = cx / back
    rise = np.zeros(ids.size)
    rows, cols = np.concatenate([a, b, a, b]), np.concatenate([b, a, a, b])
    for _ in range(100):
        t_face = sink + (rise[a] + rise[b]) / 2
        c = geometry * (T0 / t_face) ** exponent
        matrix = coo_matrix((np.concatenate([-c, -c, c, c]), (rows, cols)),
                            shape=(ids.size, ids.size))
        new = spsolve((matrix + diags(to_sink)).tocsc(), source,
                      permc_spec="MMD_AT_PLUS_A")
        change = np.max(np.abs(new - rise))
        rise = new
        if change < 1e-6:
            return sink + rise[0]
    raise RuntimeError("nonlinear iteration did not converge")


# Symbolic test: the transformation linearizes the equation for a tensor k0(x,y)
X, Y = sp.symbols("x y", real=True)
base = sp.symbols("T_0", positive=True)
u = sp.Function("u")(X, Y)
kxx, kxy, kyy = [sp.Function(name)(X, Y) for name in ("kxx", "kxy", "kyy")]
temp = base * sp.exp(u / base)


def divergence(field, factor):
    fx, fy = sp.diff(field, X), sp.diff(field, Y)
    return (sp.diff(factor * (kxx * fx + kxy * fy), X)
            + sp.diff(factor * (kxy * fx + kyy * fy), Y))


assert sp.simplify(sp.expand(divergence(temp, base / temp) - divergence(u, 1))) == 0

# Linear resistance of the cross-section from its Fourier series, K m/W
m = np.arange(1, 200001)
wave = 2 * np.pi * m / CHIP
shape = np.sinc(m * STRIP / CHIP)
amplitude = 2 / CHIP * shape * np.tanh(wave * THICK) / wave
r0 = (THICK / CHIP + amplitude.sum()) / K0
r_mean = (THICK / CHIP + (amplitude * shape).sum()) / K0
t_law = law(POWER, r0)

# Exponential law against the nonlinear solver
table = []
for p in (0.25 * POWER, 0.5 * POWER, POWER):
    t_num = solve_junction(p, n=12)
    assert abs(t_num - law(p, r0)) < 0.5      # mesh error of the solver, K
    table.append((p, T0 + p * r0, law(p, r0), t_num))
t_fine = table[-1][3]
t_coarse = solve_junction(POWER)
assert abs(t_law - (T0 + POWER * r0)) > 10    # the test can tell the laws apart

# Remaining tests share one mesh, so R0 is taken from the linear solve on that mesh
r_mesh = (solve_junction(POWER, exponent=0.0) - T0) / POWER
step = 0.05 * POWER
slope = (solve_junction(POWER + step) - solve_junction(POWER - step)) / (2 * step)
slope_law = r0 * t_law / T0
assert abs(slope / (r_mesh * law(POWER, r_mesh) / T0) - 1) < 2e-3

hot_sink = 350.0
t_hot = solve_junction(POWER, sink=hot_sink)
assert abs(t_hot / hot_sink - t_coarse / T0) < 1e-3


def weakened(xx, yy):
    return 1 - 0.5 * np.exp(-(xx**2 + yy**2) / NEAR**2)


r_weak = (solve_junction(POWER, exponent=0.0, k_map=weakened) - T0) / POWER
t_weak = solve_junction(POWER, k_map=weakened)
assert r_weak > 1.05 * r_mesh
assert abs(t_weak - law(POWER, r_weak)) < 0.2


def steep_law(power, resistance, n):
    return T0 * (1 - (n - 1) * power * resistance / T0) ** (-1 / (n - 1))


t_steep_num = solve_junction(POWER, exponent=STEEP)
assert abs(t_steep_num - steep_law(POWER, r_mesh, STEEP)) < 0.2
assert abs(steep_law(POWER, r0, 1 + 1e-6) - t_law) < 1e-2
t_steep = steep_law(POWER, r0, STEEP)
p_diverge = T0 / ((STEEP - 1) * r0)

# Mean temperature of the strip by quadrature over the resistance profile
points, weights = np.polynomial.legendre.leggauss(40)
profile = np.array([(THICK / CHIP + amplitude @ np.cos(wave * q * STRIP / 2)) / K0
                    for q in points])
assert abs(weights @ profile / 2 / r_mean - 1) < 1e-4
t_mean = weights @ law(POWER, profile) / 2
t_mean_law = law(POWER, weights @ profile / 2)
assert t_mean > t_mean_law

# Die attach between substrate and sink
t_attach = solve_junction(POWER, back=ATTACH)

# Finite finger: double Fourier series, checked by a sum over image sources
mx = np.arange(0, 20001)
wx = 2 * np.pi * mx / CHIP
cxm = np.where(mx == 0, 1.0, 2.0) * np.sinc(mx * STRIP / CHIP)
total = 0.0
for ny in range(0, 1001):
    g = np.sqrt(wx**2 + (2 * np.pi * ny / CHIP) ** 2)
    safe = np.where(g == 0, 1.0, g)
    depth = np.where(g == 0, THICK, np.tanh(safe * THICK) / safe)
    total += (1 if ny == 0 else 2) * np.sinc(ny * FINGER / CHIP) * (cxm @ depth)
r_finger = FINGER * total / (CHIP**2 * K0)

J = 400
i, l, j = np.meshgrid(np.arange(-3, 4), np.arange(-3, 4), np.arange(-J, J + 1),
                      indexing="ij")
sign = np.where(j % 2 == 0, 1.0, -1.0) * np.where(np.abs(j) == J, 0.5, 1.0)
sign[(i == 0) & (l == 0) & (j == 0)] = 0.0
dist = np.maximum(np.hypot(i * CHIP, 2 * j * THICK), STRIP / 4)
segment = (np.arcsinh((l * CHIP + FINGER / 2) / dist)
           - np.arcsinh((l * CHIP - FINGER / 2) / dist))
ha, hb = STRIP / 2, FINGER / 2
own = 4 / STRIP * (ha * np.arcsinh(hb / ha) + hb * np.arcsinh(ha / hb))
r_images = (own + np.sum(sign * segment)) / (2 * np.pi * K0)
assert abs(r_finger / r_images - 1) < 1e-3
t_finger = law(POWER, r_finger)

# Upper bound on radiation: whole top face black and at the junction temperature
radiated = Stefan_Boltzmann * (t_law**4 - T0**4) * CHIP / POWER
assert radiated < 0.01

print(f"base temperature T0: {T0:.0f} K")
print(f"conductivity at T0: {K0:.0f} W/(m K)")
print(f"strip width: {STRIP*1e6:.1f} um")
print(f"chip width and length: {CHIP*1e6:.0f} um")
print(f"substrate thickness: {THICK*1e6:.0f} um")
print(f"dissipated power: {POWER/1e3:.1f} W/mm")
print(f"R0 at strip centre (series): {r0*1e3:.3f} K mm/W")
print(f"R0 on the coarse mesh: {r_mesh*1e3:.3f} K mm/W")
print(f"Kirchhoff rise P*R0: {POWER*r0:.2f} K")
print(f"exponent P*R0/T0: {POWER*r0/T0:.4f}")
print(f"second-order term (P*R0)^2/(2*T0): {(POWER*r0)**2/(2*T0):.2f} K")
print(f"junction temperature, exponential law: {t_law:.2f} K")
print(f"junction temperature, exponential law: {t_law-273.15:.1f} deg C")
print(f"conductivity at the junction: {K0*T0/t_law:.1f} W/(m K)")
for p, t_lin, t_exp, t_num in table:
    print(f"P = {p/1e3:.1f} W/mm: constant k {t_lin:.2f} K, "
          f"law {t_exp:.2f} K, nonlinear solve {t_num:.2f} K")
print(f"mesh shift, coarse minus fine: {t_coarse-t_fine:.3f} K")
print(f"differential resistance, law: {slope_law*1e3:.3f} K mm/W")
print(f"differential resistance, solver: {slope*1e3:.3f} K mm/W")
print(f"R0 recovered from solved temperature: "
      f"{T0/POWER*np.log(t_fine/T0)*1e3:.3f} K mm/W")
print(f"raised sink temperature: {hot_sink:.0f} K")
print(f"junction with raised sink, solver: {t_hot:.2f} K")
print(f"ratio Tj/Tsink, raised sink: {t_hot/hot_sink:.5f}")
print(f"ratio Tj/Tsink, base sink: {t_coarse/T0:.5f}")
print(f"mean strip temperature: {t_mean:.2f} K")
print(f"mean strip temperature minus law with mean R0: {t_mean-t_mean_law:.4f} K")
print(f"steeper exponent n: {STEEP:.1f}")
print(f"junction for steeper exponent, formula: {t_steep:.2f} K")
print(f"same, formula with coarse-mesh R0: {steep_law(POWER, r_mesh, STEEP):.2f} K")
print(f"same, solver on coarse mesh: {t_steep_num:.2f} K")
print(f"shift from steeper exponent: {t_steep-t_law:+.1f} K")
print(f"power where steeper law diverges: {p_diverge/1e3:.1f} W/mm")
print(f"die-attach resistance: {ATTACH*1e6:.2f} mm^2 K/W")
print(f"shift from die attach: {t_attach-t_coarse:+.1f} K")
print(f"finite finger length: {FINGER*1e6:.0f} um")
print(f"R0 of finite finger, series: {r_finger*1e3:.3f} K mm/W")
print(f"R0 of finite finger, images: {r_images*1e3:.3f} K mm/W")
print(f"shift from finite finger: {t_finger-t_law:+.1f} K")
print(f"range of weakened conduction: {NEAR*1e6:.1f} um")
print(f"R0 with k0 halved at the strip: {r_weak*1e3:.3f} K mm/W")
print(f"junction with k0 halved, law: {law(POWER, r_weak):.2f} K")
print(f"junction with k0 halved, solver: {t_weak:.2f} K")
print(f"shift from k0 halved at the strip: {t_weak-t_coarse:+.1f} K")
print(f"radiated share of power, upper bound: {radiated*100:.4f} percent")
print("every check passed")
```

It prints:

```
base temperature T0: 300 K
conductivity at T0: 200 W/(m K)
strip width: 1.0 um
chip width and length: 1000 um
substrate thickness: 300 um
dissipated power: 10.0 W/mm
R0 at strip centre (series): 12.191 K mm/W
R0 on the coarse mesh: 12.170 K mm/W
Kirchhoff rise P*R0: 121.91 K
exponent P*R0/T0: 0.4064
second-order term (P*R0)^2/(2*T0): 24.77 K
junction temperature, exponential law: 450.41 K
junction temperature, exponential law: 177.3 deg C
conductivity at the junction: 133.2 W/(m K)
P = 2.5 W/mm: constant k 330.48 K, law 332.08 K, nonlinear solve 332.06 K
P = 5.0 W/mm: constant k 360.96 K, law 367.59 K, nonlinear solve 367.56 K
P = 10.0 W/mm: constant k 421.91 K, law 450.41 K, nonlinear solve 450.33 K
mesh shift, coarse minus fine: -0.242 K
differential resistance, law: 18.303 K mm/W
differential resistance, solver: 18.259 K mm/W
R0 recovered from solved temperature: 12.186 K mm/W
raised sink temperature: 350 K
junction with raised sink, solver: 525.10 K
ratio Tj/Tsink, raised sink: 1.50028
ratio Tj/Tsink, base sink: 1.50028
mean strip temperature: 445.84 K
mean strip temperature minus law with mean R0: 0.0219 K
steeper exponent n: 1.4
junction for steeper exponent, formula: 467.44 K
same, formula with coarse-mesh R0: 467.04 K
same, solver on coarse mesh: 467.04 K
shift from steeper exponent: +17.0 K
power where steeper law diverges: 61.5 W/mm
die-attach resistance: 0.50 mm^2 K/W
shift from die attach: +8.3 K
finite finger length: 400 um
R0 of finite finger, series: 11.540 K mm/W
R0 of finite finger, images: 11.541 K mm/W
shift from finite finger: -9.7 K
range of weakened conduction: 1.0 um
R0 with k0 halved at the strip: 14.112 K mm/W
junction with k0 halved, law: 480.20 K
junction with k0 halved, solver: 480.20 K
shift from k0 halved at the strip: +30.1 K
radiated share of power, upper bound: 0.0187 percent
every check passed
```
